# Radial dipole integrals between hydrogen shells: downward recursion and its rounding error: verification in Python

```python
# Hydrogen radial dipole integrals between shells n > m (atomic units, P_nl = r R_nl > 0 near 0).
#   X_l = <n,l|r|m,l-1>, Y_l = <n,l-1|r|m,l>, a_l = sqrt(n^2-l^2)/(n l), b_l = sqrt(m^2-l^2)/(m l)
# Under test: with p = a_{l+1}X_{l+1}, q = b_{l+1}Y_{l+1},
#   2l b_l X_l = (2l+1)p + q,  2l a_l Y_l = p + (2l+1)q,  closed start X_m, b_m = 0;
#   relative error <= (2+9(m-l))u, u = 2^-53; upward recursion amplifies by
#   G_l = a_1 b_1 X_1 Y_1/(l a_l b_l X_l Y_l); Gordon's formula loses a factor kappa
#   (sum of absolute terms over the value of its braces), Bessel form for (n-m)^2 << n.
import math
from math import factorial as fac
from fractions import Fraction as Fr
import numpy as np
import mpmath as mp
import sympy as sp
from sympy.physics.wigner import gaunt
from scipy.special import gammaln, iv, jv, ivp, jvp
from scipy import constants as C
mp.mp.dps = 30
u = 2.0**-53
fr = lambda x: mp.mpf(x.numerator)/mp.mpf(x.denominator)

def start_sq(n, m):
    return ((4*n*m)**(2*m+4)*fac(n+m)*(n-m)**(2*(n-m)),
            16*fac(n-m-1)*fac(2*m-1)*(n+m)**(2*n+2*m+4)*(n-m)**4)
def ln_start(n, m):
    return ((m+2)*np.log(4.0*n*m) - np.log(4.0) + (n-m-2)*np.log(n-m) - (n+m+2)*np.log(n+m)
            + 0.5*(gammaln(n+m+1) - gammaln(n-m) - gammaln(2*m)))
def coef(n, top, sqrt):
    return [0.0] + [sqrt((n-l)*(n+l))/(n*l) for l in range(1, top+1)]
def downward(n, m, hi=False):
    sqrt = mp.sqrt if hi else math.sqrt
    nu, de = start_sq(n, m)
    a, b = coef(n, m, sqrt), coef(m, m, sqrt)
    X, Y = [0.0]*(m+1), [0.0]*(m+1)
    X[m] = sqrt(mp.mpf(nu)/mp.mpf(de)) if hi else sqrt(nu/de)
    for l in range(m-1, 0, -1):
        p, q = a[l+1]*X[l+1], b[l+1]*Y[l+1]
        X[l] = ((2*l+1)*p + q)/(2*l*b[l])
        Y[l] = ((2*l+1)*q + p)/(2*l*a[l])
    return X, Y
def upward(n, m, x1, y1, sqrt):
    a, b = coef(n, m, sqrt), coef(m, m, sqrt)
    X, Y = [0.0, x1], [0.0, y1]
    for l in range(1, m-1):
        X.append(((2*l+1)*b[l]*X[l] - a[l]*Y[l])/((2*l+2)*a[l+1]))
        Y.append(((2*l+1)*a[l]*Y[l] - b[l]*X[l])/((2*l+2)*b[l+1]))
    return X, Y
def hyp_int(p, q, g, zn, zd, J):   # 2F1(-p,-q;g;-zn/zd) and its absolute sum, exact integers
    s = t = d = 1
    for j in range(J-1, -1, -1):
        nu = (p-j)*(q-j)*zn
        d *= (g+j)*(j+1)*zd
        s, t = d - nu*s, d + abs(nu)*t
    return s, t, d
def hyp53(p, q, g, zn, zd):
    s = t = mp.mpf(1)
    for j in range(min(p, q)):
        t = t*(mp.mpf(-(p-j)*(q-j)*zn)/((g+j)*(j+1)*zd))
        s = s + t
    return s
def gordon(n, l, m, short=False):
    # <n,l|r|m,l-1>: value, kappa, top index, log10 of absolute sum, error of 53-bit braces
    p, q, zn, zd = n-l-1, m-l, 4*n*m, (n-m)**2
    J, w = min(p+2, q), (n+m)**2
    s1, t1, d = hyp_int(p, q, 2*l, zn, zd, J)
    s2, t2, _ = hyp_int(p+2, q, 2*l, zn, zd, J)
    br, ab = s1*w - s2*zd, t1*w + t2*zd
    braces = mp.mpf(br)/mp.mpf(d*w)
    pre = ((-1)**(m-l)*mp.sqrt(mp.mpf(fac(n+l)*fac(m+l-1))/mp.mpf(fac(p)*fac(q)))
           / mp.mpf(4*fac(2*l-1))*mp.mpf(zn**(l+1))*mp.mpf(n-m)**(n+m-2*l-2)/mp.mpf((n+m)**(n+m)))
    err = None
    if short:
        with mp.workprec(53):
            b53 = hyp53(p, q, 2*l, zn, zd) - (mp.mpf(zd)/w)*hyp53(p+2, q, 2*l, zn, zd)
        err = abs(b53/braces - 1)
    return pre*braces, mp.mpf(ab)/abs(mp.mpf(br)), J, mp.log10(mp.mpf(ab)/mp.mpf(d*w)), err

# ---- exact rational tests from the definitions ----
def conf(p, g, k):                 # coefficients of F(-p; g; k r)
    c = [Fr(1)]
    for j in range(p):
        c.append(c[-1]*(j-p)*k/((g+j)*(j+1)))
    return c
def integ(f, g, lam, pw):          # integral of f g r^pw exp(-lam r)
    return sum(x*y*fac(i+j+pw)/lam**(i+j+pw+1) for i, x in enumerate(f) if x
               for j, y in enumerate(g) if y)
poly = lambda n, l: [Fr(0)]*(l+1) + conf(n-l-1, 2*l+2, Fr(2, n)) + [Fr(0)]
norm = lambda n, l: integ(poly(n, l), poly(n, l), Fr(2, n), 0)
raw = lambda n, l, m, k, pw: integ(poly(n, l), poly(m, k), Fr(1, n)+Fr(1, m), pw)
elem = lambda n, l, m, k: fr(raw(n, l, m, k, 1))/mp.sqrt(fr(norm(n, l)*norm(m, k)))
for n in range(1, 9):
    for l in range(n):
        c = poly(n, l)
        assert all((k*(k-1)-l*(l+1))*c[k] + (2-Fr(2*(k-1), n))*c[k-1] == 0 for k in range(1, n+2))
        assert 1/norm(n, l) == Fr(2, n)**(2*l+2)*fac(n+l)/(n*n*fac(n-l-1)*fac(2*l+1)**2)
    for l in range(1, n+1):
        lo, A2 = poly(n, l-1), Fr(1, l*l) - Fr(1, n*n)
        h = [(l-k-1)*lo[k+1] + (Fr(1, n)-Fr(1, l))*lo[k] for k in range(n+1)]
        if l == n:
            assert not any(h)
            continue
        c = poly(n, l)
        g = [(l+k+1)*c[k+1] - (Fr(1, l)+Fr(1, n))*c[k] for k in range(n+1)]
        assert g[l] > 0 and g == [g[l]*x for x in lo[:-1]] and g[l]**2*norm(n, l-1) == A2*norm(n, l)
        assert h[l+1] > 0 and h == [h[l+1]*x for x in c[:-1]] and h[l+1]**2*norm(n, l) == A2*norm(n, l-1)
        assert abs(elem(n, l, n, l-1) + 1.5*n*mp.sqrt(n*n-l*l)) < 1e-24
    for m in range(1, n):
        I = raw(n, m, m, m-1, 1)
        assert I > 0 and I*I/(norm(n, m)*norm(m, m-1)) == Fr(*start_sq(n, m))
        X, Y = downward(n, m)
        for l in range(1, m+1):
            cases = [(n, m, X[l])] + ([(m, n, Y[l])] if l < m else [])
            for hi, lo, val in cases:
                ex = elem(hi, l, lo, l-1)
                assert ex > 0 and abs(val/ex - 1) <= (2+9*(m-l))*u
                assert abs(gordon(hi, l, lo)[0]/ex - 1) < 1e-24
                dE = (Fr(1, lo*lo) - Fr(1, hi*hi))/2
                assert dE*raw(hi, l, lo, l-1, 1) == raw(hi, l, lo, l-1, 0)/l
                lam = Fr(1, hi) + Fr(1, lo)
                Jf = lambda p: integ(conf(p, 2*l, Fr(2, hi)), conf(lo-l, 2*l, Fr(2, lo)), lam, 2*l-1)
                p = hi-l-1
                second = Jf(p) - 2*Jf(p+1) + Jf(p+2)
                assert raw(hi, l, lo, l-1, 0) == Fr(hi*hi, 4)*2*l*(2*l+1)*second
                assert second == Fr(l, hi)*(Jf(p) - Jf(p+2))
a4 = coef(4, 4, math.sqrt)         # the homogeneous recursion is false within one shell
assert abs(2*a4[1]*elem(4, 1, 4, 0) - 4*a4[2]*elem(4, 2, 4, 1)) > 1
lam, k1, k2 = Fr(7, 5), Fr(2, 3), Fr(9, 4)
for p in range(5):
    for q in range(5):
        for g in (1, 2, 5):
            z = k1*k2/((lam-k1)*(lam-k2))
            F, t = Fr(0), Fr(1)
            for j in range(min(p, q)+1):
                F += t
                t *= (p-j)*(q-j)*z/((g+j)*(j+1))
            assert integ(conf(p, g, k1), conf(q, g, k2), lam, g-1) == \
                fac(g-1)*(lam-k1)**p*(lam-k2)**q*F/lam**(p+q+g)
for l, k in ((1, 0), (1, 2), (3, 2), (2, 3)):
    tot = sum(gaunt(l, 1, k, -1, q, 1-q)**2 for q in (-1, 0, 1) if abs(1-q) <= k)*4*sp.pi/3
    assert abs(float(tot) - max(l, k)/(2*l+1)) < 1e-14

# ---- quadrature at n = 1000 in s = sqrt(r), scaled Laguerre three-term recurrence ----
def radial(n, l, r):
    x, al = 2*r/n, 2*l+1
    lg = 0.5*al*np.log(x) - x/2 - 0.5*gammaln(al+1)
    prev, cur = np.zeros_like(x), np.ones_like(x)
    for k in range(n-l-1):
        prev, cur = cur, ((2*k+al+1-x)*cur - math.sqrt(k*(k+al))*prev)/math.sqrt((k+1)*(k+1+al))
        if k % 10 == 9:
            sc = np.maximum(np.abs(prev), np.abs(cur))
            prev, cur, lg = prev/sc, cur/sc, lg + np.log(sc)
    return np.sqrt(x)/n*cur*np.exp(lg)
N = 1000
gx, gw = np.polynomial.legendre.leggauss(24)
s = (2.0*np.arange(775)[:, None] + 1 + gx).ravel()
r, dr = s*s, 2*s*np.tile(gw, 775)
worst = 0.0
for m, l in ((999, 1), (999, 998), (990, 600), (500, 1)):
    X, Y = downward(N, m)
    for hi, lo, val in ((N, m, X[l]), (m, N, Y[l])):
        f, g = radial(hi, l, r), radial(lo, l-1, r)
        assert abs(np.sum(f*f*dr) - 1) < 1e-10
        e = abs(np.sum(f*g*r*dr) - val)/np.sum(np.abs(f*g)*r*dr)
        assert e < 1e-10           # log-scaled starting values carry about 1e4 u
        worst = max(worst, e)
print(f"unit roundoff u = {u:.4e}; lengths in bohr")
print(f"quadrature n=1000: worst deviation / int|P r P'| = {worst:.1e}")

# ---- start value: range and log-gamma error; table of all shells below N ----
mins = [(float(np.min(ln_start(n, np.arange(1, n)))), n) for n in range(2, N+1)]
lnmin, nmin = min(mins)
mmin = int(np.argmin(ln_start(nmin, np.arange(1, nmin)))) + 1
assert 2*lnmin > math.log(2.3e-308)
print(f"smallest start for n<=1000: {math.exp(lnmin):.3e} bohr at n={nmin}, m={mmin}")
nu_ = next(n for n in range(N, 9000, 100) if 2*np.min(ln_start(n, np.arange(1, n))) < math.log(2.3e-308))
print(f"squared start first underflows (n in steps of 100) at n = {nu_}")
al, tau = C.fine_structure, C.physical_constants['atomic unit of time'][0]
mu = 1/(1 + C.m_e/C.m_p)
omega = lambda n, m: mu*0.5*(1/m**2 - 1/n**2)
strength = lambda X, Y: math.fsum(l*(X[l]**2 + Y[l]**2) for l in range(1, len(X)))
rate = lambda n, m, S: 4/3*al**3*omega(n, m)**3*S/mu**2/n**2/tau
total, lgerr = 0.0, 0.0
for m in range(1, N):
    X, Y = downward(N, m)
    assert min(X[1:]) > 0 and all(y > 0 for y in Y[1:m])
    lgerr = max(lgerr, abs(math.exp(ln_start(N, m))/X[m] - 1))
    total += rate(N, m, strength(X, Y))
assert lgerr < 2e-11
print(f"log-gamma start, n=1000: worst relative error = {lgerr:.1e}")

# ---- downward, upward and Gordon at n = 1000 ----
ratios = []
for m in (999, 990, 900, 500, 100):
    X, Y = downward(N, m)
    Xh, Yh = downward(N, m, True)
    emax = 0
    for l in range(1, m+1):
        e = max(abs(X[l]/Xh[l]-1), abs(Y[l]/Yh[l]-1) if l < m else 0)
        assert e <= (2+9*(m-l))*u
        emax = max(emax, e)
    for l in sorted({1, 2, m//8, m//4, m//2, 3*m//4, m-2, m-1, m}):
        for hi, lo, val in [(N, m, Xh[l])] + ([(m, N, Yh[l])] if l < m else []):
            v, kap, J, lsum, err = gordon(hi, l, lo, True)
            assert abs(val/v - 1) < 1e-22
            assert err <= (3*J+4)*u*kap
            if kap > 1e3:
                ratios.append(float(err/(u*kap)))
            if u*kap > 1e6:
                assert err > 1
            if l == 1 and hi == N:
                first = (kap, lsum, err)
    a, b = coef(N, m, mp.sqrt), coef(m, m, mp.sqrt)
    G = [0] + [a[1]*b[1]*Xh[1]*Yh[1]/(l*a[l]*b[l]*Xh[l]*Yh[l]) for l in range(1, m)]
    dX, dY = upward(N, m, mp.mpf(0), Yh[1], mp.sqrt)
    for l in range(1, m):
        assert abs((dY[l]/Yh[l] - dX[l]/Xh[l])/G[l] - 1) < 1e-20
        assert l == 1 or G[l] >= G[l-1]*l/(l-1)
    Xu, Yu = upward(N, m, float(Xh[1]), float(Yh[1]), math.sqrt)
    split = [0] + [abs(Yu[l]/Yh[l] - Xu[l]/Xh[l]) for l in range(1, m)]
    assert 1e-2 < max(split[l]/(u*G[l]) for l in range(m//2, m)) < 1e4
    lbad = next((l for l in range(1, m) if split[l] > 1), None)
    lpre = next((l for l in range(1, m) if u*G[l] > 1), None)
    print(f"--- n=1000, m={m}: X_m={X[m]:.6e} Y_(m-1)={Y[m-1]:.6e} bohr")
    print(f" X_1={X[1]:.10e} Y_1={Y[1]:.10e} bohr, S={strength(X, Y):.8e} bohr^2")
    print(f" downward: max error {float(emax):.2e}, bound {(2+9*(m-1))*u:.2e}")
    print(f" upward: log10 G_(m-1)={float(mp.log10(G[m-1])):.2f}, log10 error there="
          f"{float(mp.log10(split[m-1])):.2f}")
    print(f" upward: first l with error>1: {lbad}, with uG>1: {lpre}")
    print(f" Gordon X_1: log10 kappa={float(mp.log10(first[0])):.2f}, log10 error="
          f"{float(mp.log10(first[2])):.2f}, log10 sum|t|={float(first[1]):.1f}")
med = float(np.median(ratios))
assert med > 0.01
print(f"Gordon 53-bit: median error/(u kappa) = {med:.2f} over {len(ratios)} cases")

def kappa_bessel(n, l, D):
    x, w = D*math.sqrt(1 - (l/n)**2), (n-l)/(n+l)
    return (iv(D-1, x) + w*iv(D+1, x))/(jv(D-1, x) - w*jv(D+1, x))
for half in (False, True):
    dev = []
    for n in (250, 500, 1000):
        l = n//2 if half else 1
        kap = float(gordon(n, l, n-5)[1])
        dev.append(abs(kap/kappa_bessel(n, l, 5) - 1))
    assert dev[0] > dev[1] > dev[2] and dev[2] < 0.08
    print(f"Delta=5, n=1000, l={l}: kappa={kap:.3f}, Bessel {kappa_bessel(n, l, 5):.3f}; "
          f"deviation n=250,500,1000: {dev[0]:.3f} {dev[1]:.3f} {dev[2]:.3f}")
slope = math.log(ivp(401, 401)/jvp(401, 401)) - math.log(ivp(400, 400)/jvp(400, 400))
lim = math.sqrt(2) - math.asinh(1)
assert abs(slope - lim) < 1e-3     # power-law prefactor adds about 1/(6*400)
print(f"d ln kappa/d Delta: Bessel {slope:.4f}, limit {lim:.4f} = {lim/math.log(10):.4f} digits")
Dc = next(D for D in range(40, 200) if u*gordon(N, 1, N-D)[1] > 1)
assert u*gordon(N, 1, N-40)[1] < 1
print(f"n=1000, l=1: u*kappa first exceeds 1 at Delta = {Dc}")

# ---- rates for hydrogen with reduced mass ----
print(f"alpha={al:.10e}, time unit={tau:.9e} s, mu={mu:.9f} m_e")
X, Y = downward(3, 2)
a, b = coef(3, 2, math.sqrt), coef(2, 2, math.sqrt)
print(f"3->2: a_1={a[1]:.6f} a_2={a[2]:.6f} b_1={b[1]:.6f} 1/bohr")
print(f"3->2: X_2={X[2]:.6f} X_1={X[1]:.6f} Y_1={Y[1]:.6f} bohr, S={strength(X, Y):.5f} bohr^2")
print(f"3->2: omega={omega(3, 2):.8f} hartree, A={rate(3, 2, strength(X, Y)):.5e} 1/s")
X, Y = downward(N, 999)
w = omega(N, 999)
print(f"1000->999: omega={w:.6e} hartree = {w/tau/(2*math.pi)/1e6:.5f} MHz")
print(f"1000->999: shell-averaged A={rate(N, 999, strength(X, Y)):.5e} 1/s")
Acirc = 4/3*al**3*w**3*999/1999*X[999]**2/mu**2/tau
Alar = 2/3*al**3*(mu/N**4)**2/(mu/N**3)/tau
assert abs(Acirc/Alar - 1) < 0.01  # corrections of order 1/n
print(f"circular state n=1000: A={Acirc:.5e} 1/s, Larmor {Alar:.5e} 1/s")
print(f"shell n=1000: total A={total:.5e} 1/s, lifetime={1/total:.4e} s = {1/total/3600:.3f} h")
print("done: every assertion held")
```

Running it gives:

```
unit roundoff u = 1.1102e-16; lengths in bohr
quadrature n=1000: worst deviation / int|P r P'| = 8.2e-13
smallest start for n<=1000: 1.163e-61 bohr at n=1000, m=671
squared start first underflows (n in steps of 100) at n = 2500
log-gamma start, n=1000: worst relative error = 4.5e-12
--- n=1000, m=999: X_m=9.985002e+05 Y_(m-1)=3.534649e+02 bohr
 X_1=3.2526184234e+05 Y_1=3.2438218141e+05 bohr, S=2.85304523e+17 bohr^2
 downward: max error 3.67e-15, bound 9.97e-13
 upward: log10 G_(m-1)=8.02, log10 error there=-7.59
 upward: first l with error>1: None, with uG>1: None
 Gordon X_1: log10 kappa=0.33, log10 error=-14.41, log10 sum|t|=6585.6
--- n=1000, m=990: X_m=2.259615e-04 Y_(m-1)=1.088384e-07 bohr
 X_1=8.3730436675e+03 Y_1=8.3317552268e+03 bohr, S=3.39693706e+13 bohr^2
 downward: max error 8.10e-15, bound 9.88e-13
 upward: log10 G_(m-1)=23.13, log10 error there=7.25
 upward: first l with error>1: 972, with uG>1: 973
 Gordon X_1: log10 kappa=2.53, log10 error=-14.13, log10 sum|t|=4566.6
--- n=1000, m=900: X_m=9.951604e-41 Y_(m-1)=5.502679e-44 bohr
 X_1=1.7040759385e+02 Y_1=1.6858256511e+02 bohr, S=2.63749995e+09 bohr^2
 downward: max error 5.68e-15, bound 8.99e-13
 upward: log10 G_(m-1)=91.39, log10 error there=74.91
 upward: first l with error>1: 638, with uG>1: 631
 Gordon X_1: log10 kappa=21.36, log10 error=4.59, log10 sum|t|=2442.7
--- n=1000, m=500: X_m=2.871509e-55 Y_(m-1)=2.869599e-58 bohr
 X_1=5.9612411713e+00 Y_1=5.8138873627e+00 bohr, S=5.78403235e+05 bohr^2
 downward: max error 3.82e-15, bound 4.99e-13
 upward: log10 G_(m-1)=116.45, log10 error there=101.17
 upward: first l with error>1: 286, with uG>1: 291
 Gordon X_1: log10 kappa=60.79, log10 error=43.62, log10 sum|t|=770.2
--- n=1000, m=100: X_m=1.703997e-13 Y_(m-1)=8.519128e-16 bohr
 X_1=2.0088305800e-01 Y_1=1.8532839787e-01 bohr, S=6.07149721e+01 bohr^2
 downward: max error 1.29e-15, bound 9.91e-14
 upward: log10 G_(m-1)=28.41, log10 error there=12.26
 upward: first l with error>1: 87, with uG>1: 87
 Gordon X_1: log10 kappa=23.81, log10 error=6.76, log10 sum|t|=114.7
Gordon 53-bit: median error/(u kappa) = 0.06 over 37 cases
Delta=5, n=1000, l=1: kappa=22.368, Bessel 22.649; deviation n=250,500,1000: 0.049 0.025 0.012
Delta=5, n=1000, l=500: kappa=7.403, Bessel 7.525; deviation n=250,500,1000: 0.064 0.032 0.016
d ln kappa/d Delta: Bessel 0.5333, limit 0.5328 = 0.2314 digits
n=1000, l=1: u*kappa first exceeds 1 at Delta = 73
alpha=7.2973525643e-03, time unit=2.418884327e-17 s, mu=0.999455679 m_e
3->2: a_1=0.942809 a_2=0.372678 b_1=0.866025 1/bohr
3->2: X_2=4.747992 X_1=3.064815 Y_1=0.938404 bohr, S=55.36054 bohr^2
3->2: omega=0.06940664 hartree, A=4.41015e+07 1/s
1000->999: omega=1.000957e-09 hartree = 6.58598 MHz
1000->999: shell-averaged A=6.13546e-06 1/s
circular state n=1000: A=1.07149e-05 1/s, Larmor 1.07042e-05 1/s
shell n=1000: total A=1.61029e-04 1/s, lifetime=6.2101e+03 s = 1.725 h
done: every assertion held
```
